# Null Collisions and the Free-Path Law When the Collision Rate Varies, part 2

An ion flies straight through a medium whose real collision rate \(\lambda(s)\), a probability per unit length, varies with the path length \(s\). We seek the position \(S\) of its first real collision. With \(N_j\) atoms of species \(j\) per unit volume, placed independently, and cross-sections \(\sigma_j\),

\[
\lambda(s)=\sum_j N_j(s)\,\sigma_j .
\tag{1}
\]

The probability \(P\) of no real collision up to \(s\), and the optical depth \(\tau\), are

\[
P(s)=e^{-\tau(s)},\qquad \tau(s)=\int_0^s\lambda(u)\,du .
\tag{2}
\]

The null-collision recipe draws independent steps from the density \(Me^{-Mx}\), where the constant majorant satisfies \(M\ge\lambda\). The tentative collision at the end of a step is real with probability \(\lambda(s)/M\), decided by a fresh random number. Otherwise it is null, and the ion flies on from that point with its state unchanged. The theorem states that the first real collision then obeys (2), with density \(\lambda e^{-\tau}\).

In the proof, the exponents of successive steps telescope to \(e^{-Ms}\). By symmetry, the integral of \(\prod_{i=1}^n[M-\lambda(s_i)]\) over ordered null positions \(s_1<\dots<s_n<s\) is \(1/n!\) times the integral over the full cube, which factorizes. The density for \(n\) nulls and then a real collision at \(s\) is

\[
f_n(s)=\lambda(s)\,e^{-Ms}\,\frac{[Ms-\tau(s)]^n}{n!}.
\tag{3}
\]

Angle brackets denote means over histories. If a real collision is certain and \(\langle S\rangle\) is finite,

\[
\langle n\rangle=M\langle S\rangle-1,\qquad
\langle S\rangle=\int_0^\infty e^{-\tau(s)}ds .
\tag{5}
\]

In the example, a real collision is an elastic encounter that transfers energy \(T\) above 15 eV. The ion has energy \(E\) and mass \(M_1\), the target atom mass \(M_2\). For boron at 10 keV, the universal screened potential gives \(\lambda=0.2532\) nm⁻¹ in silicon and 0.2994 nm⁻¹ in silicon dioxide (oxide). The Molière and Kr–C potentials give cross-sections 10% to 16% larger. Silicon has \(N=49.97\) atoms per nm³. Lengths are in nm, or in bohr where stated.

### Which atom was hit

With several species, \(\lambda=\sum_j\lambda_j\) and \(\lambda_j=N_j\sigma_j\). Divide the interval from 0 to \(M\) into pieces of lengths \(\lambda_1,\lambda_2,\dots\) and a remainder \(M-\lambda\), and let one uniform random number choose the piece. The remainder is the null collision. Given that the collision at \(s\) is real, species \(j\) is chosen with probability \(\lambda_j/\lambda\), so the density for a first collision with \(j\) at \(s\) is

\[
\frac{\lambda_j(s)}{\lambda(s)}\,\lambda(s)e^{-\tau(s)}=\lambda_j(s)e^{-\tau(s)} .
\]

If only one species is present, this returns to the density of \(S\).

### Two ways to break the recipe

Suppose first that \(M\) is smaller than \(\lambda\) in part of the medium. A comparison of \(\lambda/M\) with a random number between 0 and 1 then always accepts there, so the acceptance probability is \(\min(1,\lambda/M)\). The theorem applies with the rate that this acceptance corresponds to,

\[
M\min(1,\lambda/M)=\min(\lambda,M).
\]

The recipe samples a medium whose densest parts have been thinned to \(M\), and the free paths come out too long.

Suppose next that after a rejection the ion is put back at its starting point. Each attempt ends in an accepted collision at \(s\) with density \(Me^{-Ms}\lambda(s)/M=\lambda(s)e^{-Ms}\). Failed attempts leave no trace, so the final density is this function divided by its integral:

\[
g(s)=\frac{\lambda(s)e^{-Ms}}{\int_0^\infty\lambda(u)e^{-Mu}du}.
\]

For constant \(\lambda\) this is \(Me^{-Ms}\), which does not depend on the real rate at all. The proof fails here because the exponents no longer telescope. Flying on from the null point is therefore an essential part of the recipe.

### Estimating transmission with weights

The probability of crossing a thickness \(D\) without a real collision is \(e^{-\tau(D)}\). The direct estimator runs the recipe and scores 1 for a crossing and 0 otherwise. Since the square of this score equals the score, its variance is \(e^{-\tau}-e^{-2\tau}\), with \(\tau=\tau(D)\) here and below.

An alternative is never to stop the ion, and to multiply a weight by the null probability at each tentative point before \(D\):

\[
W=\prod_i\left[1-\frac{\lambda(s_i)}{M}\right].
\]

Its moments follow from one formula. The density for exactly \(n\) tentative points before \(D\) is \(M^ne^{-MD}\): the \(n\) steps give \(M^ne^{-Ms_n}\), and the next step exceeds \(D-s_n\) with probability \(e^{-M(D-s_n)}\). For any function \(h(s)\) between 0 and 1, the symmetry argument for the ordered integral gives

\[
\Big\langle\prod_ih(s_i)\Big\rangle=e^{-MD}\sum_{n=0}^\infty\frac{1}{n!}\left(M\int_0^Dh\,ds\right)^n
=\exp\left[-M\int_0^D(1-h)\,ds\right].
\]

With \(h=1-\lambda/M\) the exponent is \(-\tau\), so \(\langle W\rangle=e^{-\tau}\) and the estimator has no bias. With \(h=(1-\lambda/M)^2\) we have \(M(1-h)=2\lambda-\lambda^2/M\), and therefore

\[
\langle W^2\rangle-\langle W\rangle^2=e^{-2\tau}\left(e^{A/M}-1\right),\qquad A=\int_0^D\lambda^2\,ds .
\tag{6}
\]

Because \(\lambda\le M\), we have \(\lambda^2/M\le\lambda\) and \(A/M\le\tau\). The variance is then at most \(e^{-2\tau}(e^\tau-1)=e^{-\tau}-e^{-2\tau}\), that of direct scoring. The two are equal if \(\lambda=M\) wherever \(\lambda\) is not zero, since \(W\) is then itself 0 or 1. For \(M\to\infty\) the variance vanishes, but the number of steps grows without limit.

### Boron crossing a fin

A 10 keV boron ion crosses an oxidized silicon fin, then a gap, and enters a thick oxidized silicon wall. Along its path lie 1 nm of oxide, 6 nm of silicon, 1 nm of oxide, 20 nm of vacuum, 1 nm of oxide, and silicon from there on. The energy is first held at 10 keV.

The optical depth of the fin is

\[
\tau(8\ \text{nm})=2\times0.2994+6\times0.2532=2.118,
\]

and the probability of crossing it without a real collision is \(e^{-2.118}=0.120\). With the Molière or the Kr–C potential it would be about 0.10 or 0.09. An ion that does collide may still leave the fin on the far side, so this is not the total transmission.

The mean free path is the integral of the survival probability, equation (5). A layer of thickness \(d\), entered with survival \(P\), contributes \(P(1-e^{-\lambda d})/\lambda\), and the gap contributes \(P\) times its width. In the order of the layers,

\[
\langle S\rangle=0.864+2.287+0.140+2.405+0.104+0.352=6.15\ \text{nm},
\]

or 116 bohr. The largest term, 2.405 nm, comes from the gap, which the ion reaches with probability 0.120 and which is 20 nm wide. In uniform silicon the mean would be 3.95 nm.

The majorant is set to 1.25 times the largest rate, \(M=0.374\) nm⁻¹. A tentative collision is then accepted with probability 0.80 in oxide, 0.68 in silicon and 0 in the gap. Equation (5) predicts \(0.3742\times6.152-1=1.30\) nulls per flight.

In a run of 300,000 flights the recipe gave a crossing probability of 0.1194 with standard error 0.0006, a mean free path of 6.134 nm with standard error 0.018 nm, and 1.297 nulls per flight. The first two differ from the predictions by about 1.5 and 1 standard errors. The first partner was oxygen in a fraction 0.2084 of the flights, against 0.2080 from the integral of \(\lambda_je^{-\tau}\).

The whole distribution was tested too. The measure is the largest difference between the sampled and predicted cumulative distributions, multiplied by the square root of the number of flights. Under the correct law it exceeds 2.2 with a probability of about \(10^{-4}\). It was 0.62 for this majorant and 0.72 for \(M\) equal to 3 times the largest rate, so both runs agree with the same law.

An exponential in length with the same mean does not describe these flights. At 8 nm it predicts a survival of \(e^{-8/6.152}=0.27\) instead of 0.12, and its largest error in probability along the path is 0.18.

The two faulty recipes can be sized on the same fin. With \(M\) at 0.6 times the largest rate, 0.180 nm⁻¹, both solids are thinned to that rate, and the crossing probability becomes \(e^{-0.180\times8}=0.24\), twice the correct value. If the ion is sent back after each null, with \(M=0.374\) nm⁻¹, the probability falls to \(3\times10^{-5}\). Without the gap it would fall only to about \(e^{-0.3742\times8}=0.05\). The gap lowers it by three further orders of magnitude, because a collision beyond it must now be reached in a single step of at least 28 nm, which has probability \(e^{-0.3742\times28}\approx3\times10^{-5}\).

For the weighted estimator, \(A=2\times0.2994^2+6\times0.2532^2=0.564\) nm⁻¹. The standard deviation of one history, relative to the mean, is \(\sqrt{e^{A/M}-1}=1.87\) for \(M=0.374\) nm⁻¹, against 2.70 for direct scoring. With \(M\) at 4 times the largest rate it is 0.78.

A smaller spread per history is not yet a saving, because weighted histories are longer. Take the number of steps drawn as the cost. A weighted history needs on average \(1+MD\) steps, which is 4.0 for the smaller majorant and 10.6 for the larger. A directly scored history draws tentative points at rate \(M\) while it survives, and one more step if it crosses:

\[
0.3742\,(0.864+2.287+0.140)+0.120=1.35 .
\]

The product of squared spread and steps, which sets the cost of a given precision, is 9.9 for direct scoring, 14.0 for weights with the smaller majorant and 6.4 with the larger. By this measure, and for this fin, the weights pay only with the larger of the two majorants.

### Letting the ion slow down

The stopping power of silicon for this ion is estimated as 65 eV/nm from electrons (Lindhard–Scharff formula) and 2.6 eV/nm from encounters below 15 eV. Let their sum \(K\) be proportional to the ion's speed and act in all solid layers. With \(x\) the length travelled in solid and \(E_0\) the initial energy,

\[
\frac{dE}{dx}=-K\sqrt{\frac{E}{E_0}}\quad\Rightarrow\quad
E=E_0\left(1-\frac{Kx}{2E_0}\right)^2 ,
\]

since \(d\sqrt E/dx=-K/(2\sqrt{E_0})\) is constant. Over the 8 nm fin the ion loses about \(67.6\times8\approx540\) eV. At the energies considered here, a slower ion transfers 15 eV at larger impact parameters, so within each material \(\lambda\) rises along the path. The crossing probability falls by 2.4% of its value.

This case has a rate that varies continuously inside each solid layer. With \(M\) at 1.25 times the largest rate within 80 nm, 300,000 flights again gave a scaled difference below 2.2 from \(e^{-\tau}\). Equation (3) was tested here as well, by integrating over the null positions one after another. Over the first 30 nm the densities for 0 to 5 nulls, and the sum over all null numbers that matter, agreed with the formulas to within \(10^{-4}\) of the largest value of \(\lambda e^{-\tau}\).

### The model beside a real fin

At a tilt of 45° from the vertical, a path of 8 nm corresponds to an oxidized fin \(8\sin45^\circ\approx5.7\) nm wide and the 20 nm path to a gap of 14 nm. The dimensions and the energy are chosen for illustration. The assumption that a real fin breaks most plainly is that of independent atoms, because the fin is crystalline. Even in a disordered solid, atoms keep a minimum distance. A first estimate of the effect of this spacing places one atom in each successive length \(d=N^{-1/3}=0.27\) nm, at a random sideways position. The chance of a collision per atom is \(q=\lambda d=0.069\), and the survival per atom is \(1-q\) instead of \(e^{-q}\). The optical depth of the silicon core, \(6\times0.2532=1.52\), rises by the fraction \(-\ln(1-q)/q-1\approx q/2+q^2/3=3.6\%\), that is, by 0.055. With the oxide rate left unchanged, the crossing probability falls by about 5% of its value. This estimate knows nothing of crystal directions, although the number of atoms close to a straight path depends strongly on them. Nor does it contain channelling, the steering of ions between rows of atoms. The estimated critical angle for a ⟨110⟩ row is about 6°. On a (001) wafer the 45° path across the fin lies along such a row if the side walls are (100) planes, and in a {110} plane of atoms if they are (110) planes. The crossing probability found here is therefore that of a fin with the density of silicon whose atoms are placed independently. In an amorphous solid of the same density, where the atoms keep a minimum distance, the estimate above suggests that it would be lower by several per cent. The present model cannot say by how much it changes in a crystalline fin.

Soft encounters also bend the path. A small transfer \(T\) gives the ion a sideways momentum of about \(\sqrt{2M_2T}\), compared with its forward momentum \(\sqrt{2M_1E}\), so the squared deflection is \(M_2T/(M_1E)\). Independent deflections add in their squares. Over one mean path in silicon the soft transfers sum to \(2.57\times3.95\approx10\) eV, and the root-mean-square angle is

\[
\sqrt{\frac{28.09}{11.01}\times\frac{10}{10\,000}}\approx0.05\ \text{rad}\approx2.9^\circ .
\]

An ion that reaches the gap has crossed 8 nm of solid. If all of it is treated as silicon, the angle is larger by the factor \(\sqrt{8/3.95}\approx1.4\), or about 4°, and the ion is displaced sideways by about 1.5 nm across the 20 nm gap. The null-collision theorem still holds on each straight piece of path along which the rate is a known and bounded function of the length travelled. Where the atoms are correlated, however, equation (1) no longer supplies that rate, because it also depends on where earlier atoms were met. The computed inputs and the results of the runs are in the numerical output below; apart from the values quoted for the Molière and Kr–C potentials, the other numbers follow from them by the arithmetic described in the text.

## Values computed for the example and the checks

```
boron energy: 10000 eV
threshold of a real collision: 15 eV
silicon atom density: 49.97 nm^-3
oxide formula-unit density: 22.05 nm^-3
layer edges along path: 1, 7, 8, 28, 29 nm
largest impact parameter, Si: 0.04016 nm
largest impact parameter, O: 0.0368 nm
cross section, Si: 0.005068 nm^2
cross section, O: 0.004255 nm^2
real rate in silicon: 0.2532 nm^-1
real rate in oxide: 0.2994 nm^-1
majorant M (1.25 times peak rate): 0.3742 nm^-1
acceptance probability in silicon: 0.6766 (pure number)
acceptance probability in oxide: 0.8 (pure number)
optical depth of first fin: 2.118 (pure number)
crossing probability, survival law: 0.1203 (pure number)
crossing probability, null collisions: 0.1194 (pure number)
its standard error: 0.00059 (pure number)
histories per run: 300000 (count)
mean free path, survival law: 6.152 nm
mean free path, survival law: 116.3 bohr
mean free path, null collisions: 6.134 nm
its standard error: 0.018 nm
mean null count, formula: 1.302 (per free path)
mean null count, sampled: 1.297 (per free path)
first partner is oxygen, formula: 0.208 (pure number)
first partner is oxygen, sampled: 0.2084 (pure number)
scaled misfit, M = 1.25 peak: 0.618 (pure number)
scaled misfit, M = 3 peak: 0.717 (pure number)
largest error of plain exponential: 0.176 (probability)
crossing if M = 0.6 peak (faulty): 0.2376 (pure number)
crossing if sent back (faulty): 2.94e-05 (pure number)
relative spread, counting survivors: 2.705 (per history)
relative spread, weights, M = 1.25 peak: 1.874 (per history)
relative spread, weights, M = 4 peak: 0.7756 (per history)
electronic stopping in silicon: 65 eV/nm
soft-collision stopping in silicon: 2.57 eV/nm
crossing change from slowing: -2.41 %
rms soft deflection per silicon mean path: 2.91 degree
mean path in uniform silicon: 3.949 nm
optical-depth change, regular spacing: 3.6 %
critical channelling angle, <110> row: 5.9 degree
```
